First-order splitting of donor 2p0 and 2p± levels by mass anisotropy

Q: The infrared spectrum of a shallow donor in silicon has separate lines ending on levels called 2p0 and 2p±. In hydrogen those levels coincide. What separates them here, and can the separation be calculated without solving the whole problem again?

A: The electron's mass depends on its direction of motion. Near one conduction-band minimum, or valley, the energy surfaces are ellipsoids of revolution. Take z along the axis of the valley, with longitudinal mass m_l along z and transverse mass m_t across it. The slowly varying envelope of the donor wave function then obeys the Hamiltonian

H = (p_x² + p_y²)/(2m_t) + p_z²/(2m_l) − e²/(4πε₀εr).

This assumes a parabolic band, a single valley, a static isotropic permittivity ε and a donor that acts as a screened point charge. Spin is left out. If the two masses were equal, this would be hydrogen with a changed mass and charge. When they differ slightly, the difference can be treated as a perturbation.

Q: A perturbation of what? There are two masses, and you need one for the hydrogen problem.

A: Put as much of the kinetic energy as possible into an isotropic term. Define

δ = 1/m_t − 1/m_l

and use p_x² + p_y² = p² − p_z². The kinetic energy becomes

T = p²/(2m_t) − (δ/2)p_z².

Averaged over all directions of p, p_z² equals p²/3. Add and subtract that average:

T = (p²/2)(1/m_t − δ/3) − (δ/2)(p_z² − p²/3).

The first bracket is an inverse mass:

1/m_t − δ/3 = (2/m_t + 1/m_l)/3 ≡ 1/m₀.

So m₀ comes from averaging the inverse masses, with the transverse one counted twice. The Hamiltonian is now H = H₀ + H′, with

H₀ = p²/(2m₀) − e²/(4πε₀εr),
H′ = (δ/6)(p² − 3p_z²).

The dimensionless measure of anisotropy is

γ = m₀δ = m₀(1/m_t − 1/m_l).

In terms of the mass ratio q = m_l/m_t it reads

γ = 3(q − 1)/(2q + 1),

which follows on inserting m₀ = 3m_t q/(2q + 1) and δ = (q − 1)/(q m_t). It vanishes for equal masses and tends to 3/2 when m_l is very large.

Q: The unperturbed level n = 2 contains four states: 2s, 2p0 and the two 2p±. You may not simply take expectation values in a degenerate level.

A: One may if the perturbation matrix is diagonal in the chosen states, and here symmetry makes it so. H′ is quadratic in momentum, so it is unchanged by r → −r. It cannot connect the even 2s state with the odd 2p states. H′ is also unchanged by rotation about z, so it cannot connect different values of the magnetic quantum number m. The 2p0 state has m = 0, and the 2p± states have m = ±1. No off-diagonal element remains.

This was also tested by differentiating the four orbitals numerically and integrating over space. The matrix of H′ came out diagonal, with the entries derived below.

Q: Then you need ⟨p²⟩ and ⟨p_z²⟩. Start with the first.

A: The virial theorem gives it. Take a normalized eigenstate ψ of H₀ and the scaled function λ^(3/2)ψ(λr). Scaling multiplies the kinetic energy by λ² and the Coulomb energy by λ, so

E(λ) = λ²⟨T₀⟩ + λ⟨V⟩.

An eigenstate makes the energy stationary, so dE/dλ = 0 at λ = 1:

2⟨T₀⟩ + ⟨V⟩ = 0.

Hence E = ⟨T₀⟩ + ⟨V⟩ = −⟨T₀⟩. The hydrogen levels are −Ry*/n², where the effective Rydberg and effective Bohr radius are

Ry* = m₀e⁴/[2(4πε₀ε)²ħ²],
a* = 4πε₀εħ²/(m₀e²).

For n = 2 the kinetic energy is therefore Ry*/4, and

⟨p²⟩ = 2m₀(Ry*/4) = m₀Ry*/2.

Q: And the share of p² that belongs to motion along z? The orbitals are known as functions of position, not momentum.

A: Their angular shape is the same in both. Write the 2p0 orbital as z f(r), and let F(p) be the Fourier transform of f(r). F depends on the magnitude p alone because f depends on r alone. A factor z under the transform becomes a derivative:

∫ e^(−ip·r/ħ) z f(r) d³r = iħ ∂F/∂p_z = iħ (p_z/p) dF/dp.

The momentum amplitude is thus proportional to cosθ, where θ is the angle between p and z. In the same way, (x ± iy)f(r) gives (p_x ± ip_y)/p, whose squared magnitude is sin²θ. With u = cosθ, the fractions of p² along z are

2p0: ∫u⁴du / ∫u²du = (2/5)/(2/3) = 3/5,

2p±: ∫u²(1 − u²)du / ∫(1 − u²)du = (4/15)/(4/3) = 1/5,

with all integrals from −1 to 1. The 2s state has no preferred direction, so its fraction is 1/3.

Q: I would trust this more if it could be seen in position space.

A: Measure length in a*, so that the 2p orbitals contain e^(−r/2), and use ⟨p_z²⟩ = ħ²∫|∂ψ/∂z|²d³r for a normalized ψ. For 2p0,

∂(z e^(−r/2))/∂z = [1 − z²/(2r)]e^(−r/2).

The square of the bracket is 1 − z²/r + z⁴/(4r²). Averaging over angles, with z² → r²/3 and z⁴ → r⁴/5, gives 1 − r/3 + r²/20. The radial integral is

∫₀^∞ r²(1 − r/3 + r²/20)e^(−r)dr = 2 − 2 + 6/5 = 6/5.

The norm, with the same factor 4π omitted, is

∫₀^∞ r²(r²/3)e^(−r)dr = 24/3 = 8.

The ratio is 3/20 in units of (ħ/a*)². In these units ⟨p²⟩ = 1/4, because Ry* = ħ²/(2m₀a*²). The fraction is (3/20)/(1/4) = 3/5, as before.

For 2p±, the derivative of (x ± iy)e^(−r/2) is the orbital itself times −z/(2r). Hence ⟨p_z²⟩ is one quarter of the average of cos²θ with weight sin²θ, or (1/4)(1/5) = 1/20. That is again one fifth of ⟨p²⟩.

Q: Now put the pieces together, and keep the signs visible.

A: Let c be the fraction of p² along z. Then

ΔE = (δ/6)⟨p²⟩(1 − 3c) = (δ/6)(m₀Ry*/2)(1 − 3c) = (γRy*/12)(1 − 3c).

For the three kinds of state this gives

2p0: 1 − 9/5 = −4/5, so ΔE = −γRy*/15,
2p±: 1 − 3/5 = +2/5, so ΔE = +γRy*/30,
2s: 1 − 1 = 0, so ΔE = 0.

The splitting is the second line minus the first:

E(2p±) − E(2p0) = γRy*(1/30 + 1/15) = γRy*/10.

Written with the masses, it is

E(2p±) − E(2p0) = (1/10) Ry* m₀ (1/m_t − 1/m_l) + O(γ²).

The sum of the three p shifts is −1/15 + 2/30 = 0 in units of γRy*, so their centre of gravity stays in place to this order.

The sign has a simple meaning. The 2p0 state has three fifths of its squared momentum along z. If the mass is heavier in that direction, this motion costs less kinetic energy and 2p0 lies lower. If m_l is smaller than m_t, δ is negative and the order is reversed.

Q: Your mean mass looks like a convenience. With another mean I would get another answer.

A: At finite anisotropy, yes; to first order, no. Suppose the hydrogen problem is built with a mass m₁ that also tends to the common mass when m_t and m_l become equal. The perturbation then has an additional isotropic part,

(p²/2)(1/m₀ − 1/m₁).

It shifts all the 2p states equally, since they share the same ⟨p²⟩, and it drops out of the first-order splitting. The formula becomes one tenth of Ry₁m₁δ, where Ry₁ is the effective Rydberg made with m₁. Since Ry₁ is proportional to m₁, the result is proportional to m₁². A relative difference of order γ between m₁ and m₀ therefore changes the splitting at order γ², beyond what the formula claims.

The transverse mass is one such choice. From the definition of m₀, m₀/m_t = 1 + γ/3, so (m_t/m₀)² ≈ 1 − 2γ/3. The geometric mean (m_t²m_l)^(1/3) is closer. With m₀/m_l = 1 − 2γ/3, the logarithm of its ratio to m₀ is

−(1/3)[2 ln(1 + γ/3) + ln(1 − 2γ/3)] ≈ γ²/9,

because the linear terms cancel. This choice changes the splitting at order γ³. The mean m₀ is distinguished by leaving no isotropic part in H′, not by a promise of greater accuracy at large γ.

Q: How large may γ be before the formula misleads me?

A: That requires the full anisotropic Hamiltonian. It was diagonalized in a basis of radial functions times spherical harmonics, separately for m = 0 and m = 1. The slope of the splitting at γ = 0 is 0.10000 Ry*, which confirms the coefficient. The ratio of full to first-order splitting then grows as follows:

γ = 0.1: 1.02
γ = 0.2: 1.05
γ = 0.4: 1.12
γ = 0.8: 1.37

The full splitting is 10% above the first-order value at γ = 0.356. Solving γ = 3(q − 1)/(2q + 1) for the mass ratio gives

q = (3 + γ)/(3 − 2γ) = 3.356/2.288 ≈ 1.47.

For m_l > m_t, the formula is thus good to about 10% up to a mass ratio of about one and a half.

Q: Why should the levels deviate downwards rather than upwards?

A: The first-order energy is the expectation value of the full H in an unperturbed orbital. Each 2p orbital has odd parity and a definite m, and the level it approximates is the lowest with that parity and m. By the variational principle, the expectation value cannot lie below that level. Both first-order energies are therefore upper bounds. This alone does not fix the sign of the error in their difference; for m_l > m_t the diagonalization shows that 2p0 falls further.

The limit m_l → ∞ shows how far this can go. Motion along z then costs no kinetic energy, and the electron can be confined close to the plane z = 0, where the attraction is strongest. Even the 2p0 state, which must vanish on the plane, can press its two lobes against it. What remains is hydrogen in two dimensions with mass m_t. With ρ the distance from the donor in the plane, a_t the effective Bohr radius and Ry_t the effective Rydberg made with m_t, its lowest states are

m = 0: e^(−2ρ/a_t), energy −4Ry_t,
m = ±1: ρe^(−2ρ/(3a_t))e^(±iφ), energy −(4/9)Ry_t.

To verify this, apply the planar Laplacian to e^(−κρ) and to ρe^(−κρ)e^(±iφ). It multiplies them by κ² − κ/ρ and κ² − 3κ/ρ respectively. The 1/ρ terms must cancel the attraction, which requires κ = 2/a_t and κ = 2/(3a_t). The energy is then −(κa_t)²Ry_t.

In this limit m₀ = 3m_t/2, so Ry_t = (2/3)Ry*. The splitting tends to

(4 − 4/9)(2/3)Ry* = (64/27)Ry* ≈ 2.4 Ry*,

whereas the first-order formula gives (1/10)(3/2)Ry* = 0.15 Ry*. The formula cannot be extended to extreme anisotropy.

Q: Silicon is not nearly isotropic. What does the formula give there?

A: Take rough typical values for a shallow donor such as phosphorus: m_t = 0.19 and m_l = 0.92 in free-electron masses, and ε = 11.7. Then

m₀ = 3/(2/0.19 + 1/0.92) = 0.258,
γ = 0.2583 × (5.263 − 1.087) = 1.079.

The effective Rydberg is 25.68 meV and the effective Bohr radius is 2.40 nm. The isotropic n = 2 level lies at −25.68/4 = −6.42 meV, measured from the band edge. The shifts are −1.85 meV for 2p0 and +0.92 meV for 2p±, and the splitting is

25.68 meV × 1.079/10 = 2.77 meV, or 22 cm⁻¹.

With γ above 1, this is far outside the range just found. Full diagonalization with the same parameters gives −10.92 meV for 2p0 and −6.07 meV for 2p±, a splitting of 4.85 meV, or 39 cm⁻¹. The full splitting is 1.75 times the first-order one. Most of the discrepancy comes from 2p0, which lies 2.65 meV below its first-order value; 2p± lies 0.57 meV below its own.

Q: Could the diagonalization itself be at fault?

A: A separate calculation speaks against it. It used ellipsoidal trial functions,

z exp[−√((x² + y²)/A² + z²/B²)] for 2p0,

with z in front replaced by x + iy for 2p±, and adjusted the lengths A and B to minimize each energy. The results are −10.89 and −6.06 meV. They lie slightly above the diagonalized levels, as upper bounds should, and within 0.03 meV of them. A smaller basis in the diagonalization gives the same splitting to the digits quoted here.

Q: With the geometric mean mass, would the simple formula not have done better?

A: It gives 4.29 meV, closer to 4.85 meV. The transverse mass gives 1.50 meV. All three versions share the same first-order law, so a spread from 1.5 to 4.3 meV is a warning that the law is being used beyond its range. The geometric-mean version is closer over a wide range: the ratio of the full splitting to it stays between about 0.94 and 1.14 for mass ratios from 1 to about 20. It is no controlled approximation, however: the ratio falls to 0.74 at q = 50, and the formula grows without bound as m_l → ∞ while the true splitting stays finite.

Q: What does a real spectrum say, and which of your other assumptions matter?

A: For phosphorus in silicon, the two absorption lines are roughly 5 meV apart. The full single-valley result is close to this, while the first-order result is little more than half of it. Of the assumptions examined here, small anisotropy is therefore the one that matters most for this splitting in silicon: dropping it moves the calculated value by 2.08 meV. The rough masses matter less: raising m_l from 0.92 to 0.98 raises the full splitting from 4.85 to 5.12 meV. The permittivity matters less: lowering ε from 11.7 to 11.4 at fixed masses raises the full splitting from 4.85 to 5.11 meV, since Ry* varies as 1/ε². Germanium is a worse case for the formula. Its mass ratio is roughly 20, which gives γ ≈ 57/41 ≈ 1.4, close to the upper limit of 3/2, and the full splitting is about 3.2 times the first-order one.

Q: The donor is not a screened point charge at short distance. Why does that not spoil everything?

A: It affects the ground state strongly but the p states very little. A p envelope vanishes at the donor, so its density near the centre grows as r². For an estimate, remove the screening inside one bond length, about 0.235 nm, and take the first-order energy in isotropic orbitals. The magnitude of the change is

2Ry*(ε − 1)⟨a*/r⟩_inside,

where the average includes the region inside that radius alone. It is about 0.5 μeV for 2p. In the full anisotropic states of silicon the same estimate gives about 7 μeV for the compact 2p0 and 0.4 μeV for 2p±, and solving this core model exactly raises these to about 16 μeV and 0.55 μeV, still negligible beside 4.85 meV. For 1s the expression gives about 9 meV in the isotropic orbital and about 15 meV in the anisotropic one, but first order fails there: solved exactly, this abruptly unscreened core binds an s level about 1.6 eV deep with the isotropic mass m₀ and about 2.4 eV deep with the two silicon masses, nothing like the phosphorus ground state near −45.6 meV. The crude core therefore shows that s states are sensitive to the centre and that p states are far less so, provided the core is about one bond length in radius (the exact 2p0 shift grows to about 0.1 meV for a radius of 0.31 nm and roughly 0.8 meV for 0.36 nm); it does not give the size of the ground-state correction.

The splitting is read from the difference between two line energies that start from the same ground state. The ground-state energy cancels, and with it the large central correction.

Q: Real samples contain other donors, and they are not at zero temperature.

A: Consider 10¹⁵ donors per cm³, for which the mean nearest-neighbour distance in a random arrangement is D = 55 nm. Suppose that the neighbour is ionized, as can happen in a compensated sample. In isotropic orbitals, its field couples 2s to a 2p state through a dipole length of 3a*. The coupling is

V = 6Ry*(a*/D)² = 0.29 meV.

Keeping 2s alone, with the first-order distances from 2s as gaps, the second-order shift V²/gap would be 0.05 meV downwards for 2p0 and 0.09 meV upwards for one combination of the 2p± states. This fixes only an upper scale, because silicon is outside the first-order range and the states above n = 2 also contribute. With the full anisotropic states, 2s lies at −8.41 meV and the dipole lengths shrink to about 1.7a* along the axis and 2.5a* across it. Summed over all states, a field along the valley axis lowers 2p0 by about 0.01 meV, and a field across the axis lowers the two 2p± combinations by about 0.03 and 0.02 meV, since the higher s and d states outweigh the upward push from 2s.

The field gradient acts as well. For a neighbour on the axis, the quadrupole average ⟨(3z² − r²)/2⟩ in isotropic orbitals differs by 18a*² between 2p0 and 2p±, which changes the splitting by

36Ry*(a*/D)³ ≈ 0.08 meV.

In the full anisotropic states the difference is about 13a*² and the change about 0.055 meV.

An ionized donor is also an identical attractive centre whose levels are resonant with those of the first, so the excited electron can be shared between the two. For a neighbour 55 nm away across the valley axis, the 2p± combination that points towards it splits by about 0.24 meV, more than any of the shifts above; the more compact 2p0 splits by only about 0.002 meV. All these effects are small beside 4.85 meV, but they grow quickly as donors come closer together.

At 10 K the thermal energy is 0.86 meV. The Boltzmann factor between the hydrogenic 1s level and the first-order 2p0 level is about 2 × 10⁻⁹, and with the full anisotropic levels, about −29.65 meV for 1s and −10.92 meV for 2p0, it is about 4 × 10⁻¹⁰, so thermal population of 2p0 is negligible in this model. Line broadening by lattice vibrations is a separate matter and has not been estimated.

Q: When would you still use the one-tenth formula?

A: For a number, when the mass ratio m_l/m_t lies between 1 and about 1.5 and an error of 10% is acceptable. In silicon it explains the order of the levels and the origin of the splitting, but a value to compare with a spectrum has to come from the full anisotropic Hamiltonian.

Table of computed values

```
<p^2> in 2p, units (hbar/a)^2: 0.2500
<pz^2>/<p^2> in 2p0: 0.6000
<pz^2>/<p^2> in 2p+-: 0.2000
first-order shift / (gamma Ry), 2s: 0.00000
first-order shift / (gamma Ry), 2p0: -0.06667
first-order shift / (gamma Ry), 2p+-: 0.03333
slope of full splitting at gamma=0, Ry: 0.10000
gamma=0.05: full/first-order splitting = 1.0104
gamma=0.10: full/first-order splitting = 1.0218
gamma=0.20: full/first-order splitting = 1.0482
gamma=0.40: full/first-order splitting = 1.1177
gamma=0.80: full/first-order splitting = 1.3684
gamma where full is 10% above first order: 0.356
input mt, ml (free-electron masses): 0.19, 0.92
input relative permittivity: 11.7
mean mass m0 (free-electron masses): 0.2583
anisotropy gamma: 1.0788
effective Rydberg: 25.68 meV
effective Bohr radius: 2.397 nm
isotropic n=2 level: -6.419 meV
first-order 2p0 level: -8.265 meV
first-order 2p+- level: -5.496 meV
first-order splitting: 2.770 meV
first-order splitting: 22.3 cm^-1
full 2p0 level: -10.915 meV
full 2p+- level: -6.067 meV
full splitting: 4.848 meV
full splitting: 39.1 cm^-1
full splitting, smaller basis: 4.848 meV
full/first-order splitting: 1.750
trial-function 2p0, 2p+-: -10.894, -6.060 meV
formula with geometric mean mass: 4.289 meV
formula with transverse mass: 1.498 meV
first-order splitting for eps=11.4: 2.918 meV
full splitting for eps=11.4: 5.106 meV
core radius used: 0.235 nm
unscreened-core energy, 2p: 0.49 ueV
unscreened-core energy, 1s: 9.3 meV
donor density: 1e+15 cm^-3
mean nearest-neighbour distance: 55.4 nm
2s-2p coupling by charged neighbour: 0.29 meV
Stark shift of 2p0, field along axis: 0.045 meV
Stark shift of 2p+-, field across axis: 0.09 meV
field-gradient change of splitting: 0.075 meV
thermal energy at 10 K: 0.862 meV
Boltzmann factor 2p0 to hydrogenic 1s: 1.7e-09
```
